\section*{Lorentzian momentum distribution curves and asymmetric energy distribution curves in ARPES}

Let $\omega$ be the electron energy measured from the Fermi level, so that occupied states have $\omega<0$, and let $k$ be the momentum along a straight cut through the band. The bare band is linear in the window considered,
\begin{equation}
\varepsilon_k=v_0(k-k_F),\qquad v_0\neq0 ,
\end{equation}
where $v_0$ includes $\hbar$ and has the unit eV\,\AA. The retarded self-energy is taken to depend on energy but not on momentum, and is written
\begin{equation}
\Sigma(\omega)=\Sigma'(\omega)-i\Gamma(\omega),\qquad \Gamma(\omega)=-\operatorname{Im}\Sigma(\omega)>0 .
\end{equation}
The sign expresses decay: a retarded amplitude must die out in time. Since $\operatorname{Im}\Sigma$ is negative in this convention, widths contain $|\operatorname{Im}\Sigma|=\Gamma$.

In the sudden approximation the photoemission intensity is
\begin{equation}
I(k,\omega)=I_0\,f(\omega)A(k,\omega),\qquad f(\omega)=\frac{1}{e^{\omega/k_BT}+1},
\end{equation}
with $A$ the spectral function. The factor $I_0$ contains the dipole matrix element and is assumed constant over the window. Background and instrumental resolution are left out; a finite resolution would convolve the curves below and change their widths. A momentum distribution curve (MDC) is $I$ as a function of $k$ at fixed $\omega$. An energy distribution curve (EDC) is $I$ as a function of $\omega$ at fixed $k$.

The spectral function follows from the retarded Green function,
\begin{equation}
G(k,\omega)=\frac{1}{\omega-\varepsilon_k-\Sigma(\omega)}=\frac{1}{u+i\Gamma},\qquad u=\omega-\varepsilon_k-\Sigma'(\omega).
\end{equation}
Multiplying numerator and denominator by $u-i\Gamma$ gives $G=(u-i\Gamma)/(u^2+\Gamma^2)$, and therefore
\begin{equation}
A(k,\omega)=-\frac1\pi\operatorname{Im}G=\frac1\pi\,\frac{\Gamma(\omega)}{[\omega-\varepsilon_k-\Sigma'(\omega)]^2+\Gamma(\omega)^2}.
\label{eq:A}
\end{equation}

For an MDC, $\omega$ is fixed, so $\Sigma'(\omega)$ and $\Gamma(\omega)$ are two numbers. The only dependence on $k$ is through $\varepsilon_k$. Define
\begin{equation}
k_m(\omega)=k_F+\frac{\omega-\Sigma'(\omega)}{v_0},\qquad q(\omega)=\frac{\Gamma(\omega)}{|v_0|}.
\label{eq:km}
\end{equation}
Then $u=v_0(k_m-k)$, and dividing numerator and denominator of \eqref{eq:A} by $v_0^2$ gives
\begin{equation}
A(k,\omega)=\frac1\pi\,\frac{\Gamma/v_0^2}{(k-k_m)^2+\Gamma^2/v_0^2}
=\frac{1}{\pi|v_0|}\,\frac{q}{(k-k_m)^2+q^2}.
\end{equation}
This is a Lorentzian in $k$. The Fermi factor depends on $\omega$ alone and merely scales it. The maximum is at $k_m$, and half of it is reached when $(k-k_m)^2=q^2$. The full width at half maximum is therefore
\begin{equation}
\Delta k=2q=\frac{2|\operatorname{Im}\Sigma(\omega)|}{|v_0|}.
\label{eq:width}
\end{equation}
The half-width is $|\operatorname{Im}\Sigma|/|v_0|$. No expansion in $\Sigma$ has been made: its energy dependence may be strong, because an MDC samples it at a single energy.

The velocity in \eqref{eq:width} is the bare one. The dispersion traced by the MDC peaks has a different slope. Differentiating \eqref{eq:km},
\begin{equation}
\frac{dk_m}{d\omega}=\frac{1-d\Sigma'/d\omega}{v_0}
\quad\Longrightarrow\quad
\frac{d\omega}{dk_m}=Zv_0,\qquad Z=\frac{1}{1-d\Sigma'/d\omega},
\end{equation}
where $d\Sigma'/d\omega<1$ is assumed, so that $Z>0$. Multiplying the MDC width by the magnitude of the observed slope gives $2Z\Gamma$, not $2\Gamma$. To extract $\Gamma$ itself one needs $v_0$, which the peak positions alone do not supply within a window where $\Sigma'$ still varies, since they fix only the product $Zv_0$.

The assumptions enter separately. If the band is curved, \eqref{eq:A} at fixed $\omega$ is still a Lorentzian in $\varepsilon_k$, but equal steps in $\varepsilon_k$ are no longer equal steps in $k$; the side on which the band is flatter becomes wider. If $\Gamma$ depends on $k$, the numerator and the width both change along the cut. A self-energy whose real part contains a term $\beta k$, with $\Gamma$ still independent of $k$, is less visible: $u$ remains linear in $k$, with slope $-(v_0+\beta)$, so the MDC is Lorentzian with width $2\Gamma/|v_0+\beta|$. A Lorentzian MDC is thus a consequence of a momentum-independent self-energy and a linear band, but does not prove them.

In an EDC the roles change. Now $\varepsilon_k$ is fixed, while $\Sigma'(\omega)$ and $\Gamma(\omega)$ vary along the curve. Asymmetry does not follow without conditions, however. If $\Sigma$ is constant, \eqref{eq:A} is a Lorentzian in $\omega$ as well. If $\Gamma$ is even and $\Sigma'$ is odd in $\omega$, then at $k=k_F$ the replacement $\omega\to-\omega$ changes only the sign of $u$, and $A(k_F,\omega)$ is even. The following argument shows how limited these exceptions are.

Let $\Sigma(z)$ be causal: analytic in the upper half-plane with $\operatorname{Im}\Sigma\le0$ there, continuous up to the real axis, and with $\Sigma(z)/z\to0$ at large $|z|$. Let $\Gamma(\omega)$ also tend to a constant as $\omega\to\infty$. For $\operatorname{Im}z>0$ the imaginary part of $z-\varepsilon_k-\Sigma(z)$ is positive, so $G$ has no pole in the upper half-plane, and $G\to1/z$ at large $|z|$. Closing the contour for $G(z)/(z-\omega)$ in that half-plane gives
\begin{equation}
\mathrm{P}\!\!\int\frac{G(\omega')}{\omega'-\omega}\,d\omega'=i\pi G(\omega).
\end{equation}
Its imaginary part, with $\operatorname{Im}G=-\pi A$, is
\begin{equation}
\operatorname{Re}G(\omega)=\mathrm{P}\!\!\int\frac{A(\omega')}{\omega-\omega'}\,d\omega' .
\end{equation}
Suppose that at some $k$ the EDC of $A$ is symmetric about an energy $c$, so $A(c+y)=A(c-y)$. Setting $\omega'=c+y$ and then replacing $y$ by $-y$,
\begin{equation}
\operatorname{Re}G(c-x)=\mathrm{P}\!\!\int\frac{A(c+y)}{-x-y}\,dy
=-\mathrm{P}\!\!\int\frac{A(c+y)}{x-y}\,dy=-\operatorname{Re}G(c+x).
\end{equation}
The real part of $G$ is odd about $c$ and the imaginary part is even, which together read $G(c-x)=-G^*(c+x)$. Taking the inverse of both sides,
\begin{equation}
c-x-\varepsilon_k-\Sigma(c-x)=-(c+x)+\varepsilon_k+\Sigma^*(c+x).
\end{equation}
The terms in $x$ cancel, leaving
\begin{equation}
\Sigma(c-x)+\Sigma^*(c+x)=2(c-\varepsilon_k).
\label{eq:sym}
\end{equation}
The right side is real, so the imaginary part gives $\Gamma(c-x)=\Gamma(c+x)$. At $x=0$ the real part gives $\Sigma'(c)=c-\varepsilon_k$, so one value of $c$ cannot serve two values of $\varepsilon_k$.

If the EDCs at two momenta were symmetric, their centres $c_1$ and $c_2$ would therefore differ, and $\Gamma$ would be even about both. Reflecting first about $c_1$ and then about $c_2$,
\begin{equation}
\Gamma(\omega)=\Gamma(2c_1-\omega)=\Gamma(2c_2-2c_1+\omega).
\end{equation}
Thus $\Gamma$ would be periodic. A periodic function that tends to a limit equals that limit everywhere, so $\Gamma$ would be a constant $\Gamma_c$. Then $\Sigma(z)+i\Gamma_c$ is real on the real axis and can be continued by reflection to a function analytic in the whole plane. Since it grows more slowly than $z$, it is constant by Liouville's theorem. Hence, under the stated conditions, a self-energy that is not constant allows a symmetric EDC of $A$ for at most one momentum on the linear band.

The size of the asymmetry follows from a local model. Let $\omega_0$ be the energy at which $u=0$ for the chosen $k$; this is the energy whose MDC peaks at that $k$. Put $x=\omega-\omega_0$ and keep linear terms,
\begin{equation}
u=\frac{x}{Z},\qquad \Gamma=g=\Gamma_0+\Gamma_1x,\qquad a=Z\Gamma_1,\qquad s=\sqrt{1+a^2},
\end{equation}
with $Z$, $\Gamma_0$ and $\Gamma_1=d\Gamma/d\omega\neq0$ taken at $\omega_0$, and in the range where $g>0$. It is convenient to use the reciprocal of $A$ and to replace $x$ by $(g-\Gamma_0)/\Gamma_1$:
\begin{align}
\frac{1}{\pi A}&=\frac{x^2}{Z^2g}+g=\frac{(g-\Gamma_0)^2}{a^2g}+g\nonumber\\
&=\frac{1}{a^2}\left(s^2g+\frac{\Gamma_0^2}{g}-2\Gamma_0\right),
\label{eq:h}
\end{align}
where the terms linear in $g$ combined as $g/a^2+g=s^2g/a^2$. The maximum of $A$ is the minimum of \eqref{eq:h}. Its derivative vanishes when $s^2=\Gamma_0^2/g^2$, that is, at $g=\Gamma_0/s$. The EDC peak is therefore displaced from $\omega_0$ by
\begin{equation}
x_p=\frac{\Gamma_0}{\Gamma_1}\left(\frac1s-1\right)\simeq-\frac{Z^2\Gamma_0\Gamma_1}{2}\qquad(|a|\ll1),
\label{eq:shift}
\end{equation}
towards the side of weaker damping. An EDC peak and an MDC peak thus trace different dispersions. The difference is small only for small $|a|$: in the model below the EDC and MDC slopes are about $1.8$ and $2.0$ eV\,\AA\ at the momentum with $\omega_0=-0.15$ eV, but about $1.9$ and $3.9$ eV\,\AA\ at $\omega_0=-0.30$ eV, where the peak is displaced by $0.05$ eV.

At the minimum the bracket in \eqref{eq:h} is $2\Gamma_0(s-1)$. At half maximum of $A$ it is twice as large:
\begin{equation}
s^2g+\frac{\Gamma_0^2}{g}-2\Gamma_0=4\Gamma_0(s-1)
\;\Longrightarrow\;
s^2g^2-2\Gamma_0(2s-1)g+\Gamma_0^2=0 .
\end{equation}
The discriminant contains $(2s-1)^2-s^2=3s^2-4s+1=(s-1)(3s-1)$. With $R=\sqrt{(s-1)(3s-1)}$ the two solutions are
\begin{equation}
g_\pm=\frac{\Gamma_0}{s^2}\,(2s-1\pm R).
\end{equation}
Energies differ by $1/|\Gamma_1|$ times differences of $g$, so the full width is
\begin{equation}
\Delta\omega=\frac{g_+-g_-}{|\Gamma_1|}=\frac{2\Gamma_0R}{s^2|\Gamma_1|}.
\label{eq:edcwidth}
\end{equation}
For small $a$, $s-1\simeq a^2/2$ and $3s-1\simeq2$, so $R\simeq|a|$ and $\Delta\omega\to2Z\Gamma_0$. This equals the MDC width times the observed slope, for $v_0>0$.

The distances from the peak to the half-maximum points are proportional to $g_+-\Gamma_0/s=\Gamma_0(R+s-1)/s^2$ and $\Gamma_0/s-g_-=\Gamma_0(R-s+1)/s^2$. Dividing the two and cancelling $\sqrt{s-1}$,
\begin{equation}
\frac{\text{wide side}}{\text{narrow side}}
=\frac{\sqrt{3s-1}+\sqrt{s-1}}{\sqrt{3s-1}-\sqrt{s-1}}\simeq1+|a|\qquad(|a|\ll1).
\label{eq:ratio}
\end{equation}
The wide side belongs to $g_+$, where the damping is larger. For a hole in a Fermi liquid $\Gamma$ grows away from the Fermi level, so the EDC is stretched towards higher binding energy.

Curvature of $\Sigma'$ also contributes. With $S_2=d^2\Sigma'/d\omega^2$ at $\omega_0$, $u=x/Z-S_2x^2/2$. For constant $\Gamma=\Gamma_0$ the peak stays at $x=0$ and half maximum requires $u=\pm\Gamma_0$. Solving by one iteration, with $w=Z\Gamma_0$,
\begin{equation}
x_\pm\simeq\pm w+\tfrac12ZS_2w^2 .
\end{equation}
The lower half-width divided by the upper one is $(w-\frac12ZS_2w^2)/(w+\frac12ZS_2w^2)\simeq1-Z^2\Gamma_0S_2$. To first order the two effects add. Written with signs, the slope of $\Gamma$ contributes $-Z\Gamma_1$, since a negative $\Gamma_1$ widens the lower side. Hence
\begin{equation}
\frac{\text{lower half-width}}{\text{upper half-width}}\simeq1-Z\Gamma_1-Z^2\Gamma_0S_2 .
\label{eq:first}
\end{equation}

The Fermi factor distorts the measured EDC separately. For constant $\Sigma$, $fA$ falls as $1/\omega^2$ far below the Fermi level but is cut off exponentially above it. A curve symmetric about any centre would have equal tails, so $fA$ is asymmetric even in this case.

For a numerical example, take the model self-energy
\begin{equation}
\Sigma(\omega)=-i\gamma+\frac{\alpha\omega_c^3}{\sqrt2}\,\frac{\omega}{\omega^2+i\sqrt2\,\omega_c\omega-\omega_c^2}.
\end{equation}
The poles of the second term are at $\omega_c(\pm1-i)/\sqrt2$, in the lower half-plane, as causality requires. Multiplying by the complex conjugate of the denominator, whose squared modulus is $(\omega^2-\omega_c^2)^2+2\omega_c^2\omega^2=\omega^4+\omega_c^4$, gives
\begin{equation}
\Gamma=\gamma+\frac{\alpha\omega^2}{1+(\omega/\omega_c)^4},\qquad
\Sigma'=\frac{\alpha\omega_c^3}{\sqrt2}\,\frac{\omega(\omega^2-\omega_c^2)}{\omega^4+\omega_c^4}.
\end{equation}
This is elastic damping plus a Fermi-liquid term with a cutoff. The parameters are $v_0=3.0$ eV\,\AA, $\alpha=2.0$ eV$^{-1}$, $\omega_c=0.50$ eV and $\gamma=0.010$ eV. At $\omega=-0.15$ eV,
\begin{equation}
\Gamma_0=0.010+\frac{2.0\times0.15^2}{1+0.3^4}=0.0546\ \text{eV},\qquad \Sigma'=0.0957\ \text{eV}.
\end{equation}
The MDC peak and full width are then
\begin{align}
k_m-k_F&=\frac{-0.15-0.0957}{3.0}=-0.0819\ \text{\AA}^{-1},\\
\Delta k&=\frac{2\times0.0546}{3.0}=0.0364\ \text{\AA}^{-1},
\end{align}
in agreement with the values measured on the numerical curve.

The EDC at this same momentum has $\varepsilon_k=-0.2457$ eV. The local parameters are $Z=0.6705$, $\Gamma_1=-0.5856$ and $S_2=-3.146$ eV$^{-1}$, so $a=0.6705\times(-0.5856)=-0.393$ and $s=1.074$. On the full curve the peak lies at $-0.14385$ eV, which is $0.00615$ eV above the MDC energy; \eqref{eq:shift} gives $0.00645$ eV. The lower and upper half-widths are $0.0392$ and $0.0267$ eV, with ratio $1.471$, while \eqref{eq:ratio} gives $1.448$. The first-order formula with curvature gives
\begin{equation}
1+0.393+0.077=1.470 .
\end{equation}
Its closeness to $1.471$ overstates its accuracy. Higher orders in $a$ alone would add $1.448-1.393=0.055$, so the other neglected terms must nearly cancel this amount here.

The full EDC width is $0.0659$ eV, against $0.0657$ eV from \eqref{eq:edcwidth}. The small-asymmetry estimate $2Z\Gamma_0=0.0733$ eV is larger than the full-curve width by about 11\% of the latter. Reading $\Gamma$ from an EDC with that estimate would therefore introduce an error even without resolution effects.

The model has even $\Gamma$ and odd $\Sigma'$, so the one symmetric EDC of $A$ is at $k_F$. For $\omega_0=-0.05$, $-0.10$ and $-0.20$ eV the ratios of lower to upper half-width are $1.13$, $1.28$ and $1.75$. With the Fermi factor at 20 K, the curve at $k_F$ also becomes asymmetric: its ratio is $1.69$ and its peak moves to $-0.00235$ eV. Almost all of this comes from the Fermi factor: near $k_F$ the line is close to a Lorentzian of half-width $Z(0)\gamma=0.0059$ eV, with $Z(0)=1/(1+\alpha\omega_c/\sqrt2)=0.586$, and such a Lorentzian times $f$ has ratio $1.68$. The self-energy is kept in its zero-temperature form here; adding $\alpha(\pi k_BT)^2$ to $\gamma$ moves $1.69$ to $1.70$. For a constant self-energy with the much larger damping $\Gamma_0=0.0546$ eV the ratio is $5.90$. There $k_BT=0.0017$ eV is far below $\Gamma_0$, and the curve approaches half a Lorentzian ended by a steep edge.

Two controls show the MDC result failing when its assumptions are broken. Adding $b(k-k_F)^2$ with $b=5.0$ eV\,\AA$^2$ to the band makes it flatter at lower $k$, and the ratio of the lower-$k$ to the higher-$k$ half-width becomes $1.15$. For a linear band with $\Gamma=\Gamma_0[1+\kappa(k-k_m)]$, the algebra leading to \eqref{eq:ratio} applies with $x=k-k_m$, $1/Z$ replaced by $v_0$, and $\Gamma_1$ by $\Gamma_0\kappa$. For $\kappa=-5.0$ \AA\ this gives $a=-0.091$ and a ratio of $1.095$, as found on the numerical curve.

The Lorentzian law can also be illustrated with an explicit Hamiltonian, in which the self-energy arises from a bath. Couple the band state, of energy $\varepsilon_k$, by real amplitudes $V_j$ to bath levels $E_j$ that are the same for every $k$. The equation $(z-H)G=1$ has the components
\begin{equation}
(z-\varepsilon_k)G_{kk}-\sum_jV_jG_{jk}=1,\qquad (z-E_j)G_{jk}=V_jG_{kk}.
\end{equation}
Eliminating $G_{jk}$ gives
\begin{equation}
G_{kk}(z)=\frac{1}{z-\varepsilon_k-\sum_jV_j^2/(z-E_j)} .
\end{equation}
The sum is a self-energy independent of $k$ because the bath is. The program chooses 400 levels to represent the Fermi-liquid term, diagonalizes $H$ at nine momenta, and forms $A$ from the eigenvectors at $z=\omega+i\eta$ with $\eta=0.010$ eV. A Lorentzian in $k$ means that $1/A$ is a parabola in $k$, and this holds to a relative error of about $10^{-14}$. By the formula for $G_{kk}$ the parabola is exact for any bath common to all $k$, so this number confirms the algebra and says nothing about the number of levels. The width does depend on that number: it is $0.0439$ and $0.0400$ \AA$^{-1}$ for 50 and 100 levels and no longer changes in the digits shown from 200 levels on. The width is $0.0396$ \AA$^{-1}$, equal to the value from \eqref{eq:width} for this model. Writing $z=\omega+i\eta$ in $G_{kk}$ shows that the damping to insert there is $\eta$ minus the imaginary part of the Fermi-liquid term at $\omega+i\eta$, so $\eta$ takes the place of $\gamma$, to which it is numerically equal. It differs from the earlier $0.0364$ \AA$^{-1}$ because the Fermi-liquid term is here evaluated at $\omega+i\eta$ instead of $\omega$.

\section*{Table of computed values}
\begin{verbatim}
bare slope v0 = 3.0 eV Angstrom
Fermi-liquid coefficient alpha = 2.0 1/eV
cutoff = 0.50 eV; elastic damping = 0.010 eV
temperature = 20 K; kT = 0.00172 eV
MDC energy = -0.15 eV
Re Sigma there = 0.09574 eV
Gamma0 there = 0.05464 eV
MDC peak k-kF: measured -0.08191, formula -0.08191 1/Angstrom
MDC full width: measured 0.03643 1/Angstrom
MDC full width: formula 0.03643 1/Angstrom
MDC side ratio = 1.00000
Gamma1 = dGamma/dw = -0.5856
Z = 0.6705
second derivative of Re Sigma = -3.146 1/eV
MDC dispersion slope: measured 2.0114, Z*v0 2.0114 eV Angstrom
diagonalization: bath levels 400, eta 0.010 eV
diagonalization: 1/A parabola relative error 1.4e-14
diagonalization: MDC full width 0.03959 1/Angstrom
formula for the same model: 0.03959 1/Angstrom
Re G at -0.05 eV: Hilbert 6.16729, direct 6.16729 1/eV
integral of A over energy = 1.000000
EDC band energy v0*(k-kF) = -0.24574 eV
EDC peak (full model) = -0.14385 eV
EDC peak shift from MDC energy = 0.00615 eV
EDC lower half-width = 0.03923 eV
EDC upper half-width = 0.02666 eV
EDC full width = 0.06589 eV
EDC side ratio = 1.4711
a = Z*Gamma1 = -0.3926; s = 1.0743
linearized closed form: peak shift = 0.00645 eV
linearized closed form: full width = 0.06571 eV
linearized closed form: side ratio = 1.4475
first-order side ratio with curvature = 1.4699
small-asymmetry width 2*Z*Gamma0 = 0.07327 eV
EDC of A, w0 0.00 eV, k-kF 0.0000 1/Angstrom: side ratio 1.0000
EDC of A, w0 -0.05 eV, k-kF -0.0283 1/Angstrom: side ratio 1.1261
EDC of A, w0 -0.10 eV, k-kF -0.0559 1/Angstrom: side ratio 1.2769
EDC of A, w0 -0.20 eV, k-kF -0.1053 1/Angstrom: side ratio 1.7474
constant Sigma, no Fermi factor: side ratio 1.0000
constant Sigma at kF, with Fermi factor: 5.8956
full model at kF, with Fermi factor: 1.6930
full model at kF, with Fermi factor: peak -0.00235 eV
curved band (5.0 eV Angstrom^2): MDC side ratio 1.1455
k-dependent Gamma (-5.0 Angstrom): MDC side ratio 1.0950
\end{verbatim}
